Backscattering of a slab mode by correlated sidewall displacements

A slab waveguide has a core of index n₁ between x = −a and x = a, so its width is d = 2a, and a cladding of index n₂ < n₁ on both sides. Light travels along z. Nothing depends on y, and the electric field E points along y, parallel to the walls. This is the TE polarisation. The time factor is exp(−iωt), k₀ = 2π/λ is the vacuum wavenumber, and Δε = n₁² − n₂². The materials are lossless and non-magnetic. Maxwell's equations then reduce to

∂²E/∂x² + ∂²E/∂z² + k₀²ε(x,z)E = 0,

with E and its gradient continuous at every wall, whatever the wall's slope.

Imperfect etching moves the walls to x = a + f₊(z) and x = −a + f₋(z). The questions concern the light that this sends back into the fundamental mode. The numerical example is a tall silicon fin in silica with λ = 1550 nm, d = 220 nm, n₁ = 3.48 and n₂ = 1.444.

**(a) Find the fundamental mode of the perfect slab, its intensity at the walls and its norm N = ∫ψ²dx.**

Put E = ψ(x)exp(iβz). The fundamental mode is even:

ψ = cos hx for |x| < a,
ψ = cos(ha) exp[−γ(|x| − a)] for |x| > a.

The wave equation requires h² = k₀²n₁² − β² and γ² = β² − k₀²n₂². Adding these gives

h² + γ² = k₀²Δε.

Continuity of ψ′ at x = a gives h sin ha = γ cos ha, or tan ha = γ/h. Since cos² = 1/(1 + tan²),

ψ(a)² = cos² ha = h²/(h² + γ²) = h²/(k₀²Δε).

The core contributes a + sin(ha)cos(ha)/h to the norm, and the two tails contribute cos²(ha)/γ. With sin ha = (γ/h)cos ha,

N = a + cos²(ha)[γ/h² + 1/γ]
 = a + [h²/(h² + γ²)]·[(γ² + h²)/(h²γ)]
 = a + 1/γ.

For the fin, solving tan ha = γ/h numerically gives β = 11.56 µm⁻¹, h = 8.085 µm⁻¹ and γ = 9.97 µm⁻¹. Hence ψ(a)² = 0.397 and N = 0.110 + 0.100 = 0.210 µm. A second TE mode appears when d reaches λ/(2√Δε) = 245 nm, so the slab in this example guides one.

**(b) The permittivity changes from ε₀(x) to ε₀(x) + δε(x,z) over a finite length. Find the amplitude reflected into the same mode, to first order.**

Write E = E₀ + E₁ with E₀ = ψ exp(iβz). The exact equation for E₁ is

(∂²/∂x² + ∂²/∂z² + k₀²ε₀)E₁ = −k₀²δε(E₀ + E₁).

Here δε is as large as Δε, but it fills strips whose thickness is of the order of the wall displacement. E₁ is itself proportional to that displacement, so the product δε E₁ contributes only at second order and is dropped.

Define the mode amplitude c(z) = (1/N)∫ψE₁dx. Radiation modes do not contribute to it, because they are orthogonal to ψ. Multiply the equation by ψ/N and integrate over x. Two integrations by parts move ∂²/∂x² from E₁ to ψ. The end terms vanish because ψ decays, and the walls add nothing because both functions and their slopes are continuous. Using ψ″ = (β² − k₀²ε₀)ψ,

c″ + β²c = −g(z), g(z) = (k₀²/N) exp(iβz) ∫ψ²δε dx.

The function exp(iβ|z − z′|)/(2iβ) describes outgoing waves, and its slope jumps by 1 at z = z′. It therefore solves G″ + β²G = δ(z − z′), and

c(z) = −∫G g dz′ = (i/2β) ∫exp(iβ|z − z′|) g(z′) dz′.

To the left of the perturbation |z − z′| = z′ − z, so c = r exp(−iβz) with

r = (ik₀²/2βN) ∫dz exp(2iβz) ∫ψ²δε dx.

The factor exp(2iβz) carries one phase from the incident wave and one from the returning wave.

**(c) Apply this to the moved walls. Show that r depends on the width change alone, and so vanishes at first order when f₊ = f₋.**

If f₊ > 0, core replaces cladding in a strip of thickness f₊ at the upper wall, and the strip contributes +Δε f₊ψ(a)². If f₊ < 0, cladding replaces core and the same expression holds with its sign. At the lower wall a positive f₋ removes core, so the sign is reversed:

∫ψ²δε dx = Δε[f₊ψ(a)² − f₋ψ(−a)²].

The mode is even, so the two intensities are equal. With the width change w = f₊ − f₋,

r = iκ ∫w(z) exp(2iβz) dz,

κ = k₀²Δε ψ(a)²/(2βN) = h²/[2β(a + 1/γ)] = h²γ/[2β(1 + γa)].

When both walls move by the same s(z), w = 0 at every z and r = 0. The cancellation is local: it does not rely on interference between different parts of the guide, and it holds for any shape of s(z).

The coefficient κ has a direct meaning. Suppose the width change is uniform and β becomes β + δβ. The projection used in (b) then gives 2βδβ N = k₀²Δε ψ(a)²w, so κ = dβ/dd. A width change alters the local propagation constant and reflects light as an index change would. A sideways shift leaves the local propagation constant as it was.

For the fin, κ = (8.085² × 9.97)/(2 × 11.56 × 2.097) = 13.4 µm⁻².

Width errors reflect little light back into the mode in two limits. In a wide core γa ≫ 1 and h → π/(2a), so κ → π²/(8βa³): the field hardly reaches the walls. In a very thin core tan ha ≈ ha gives γ ≈ h²a, with h² ≈ k₀²Δε, so κ ≈ k₀⁴Δε²a/(2β). This also tends to zero, because the mode spreads far into the cladding.

**(d) Does the cancellation need equal claddings?**

Let the claddings above and below differ, with index steps Δε₊ and Δε₋ and decay constants γ₊ and γ₋. In the core ψ = cos(hx − φ). Matching slopes gives h tan(ha − φ) = γ₊ at the upper wall and h tan(ha + φ) = γ₋ at the lower one. As in (a), h² + γ±² = k₀²Δε±, so

ψ(a)² = h²/(k₀²Δε₊), ψ(−a)² = h²/(k₀²Δε₋).

The quantity that enters r is the product of index step and intensity, and

Δε₊ψ(a)² = Δε₋ψ(−a)² = h²/k₀².

A pure shift therefore gives no first-order reflection here either. Symmetry is sufficient but not necessary. If air replaces the silica below the core, the intensity at the upper wall is (3.48² − 1)/(3.48² − 1.444²) = 1.108 times that at the lower wall, and the larger index step at the lower wall makes up the difference.

**(e) What reflection remains for a pure shift in the symmetric slab?**

Reflect the whole structure in the plane x = 0. This turns s(z) into −s(z) and leaves the even mode unchanged, so r[s] = r[−s]. The expansion of r in s has no odd terms and begins in general at s². The reflected power then begins at s⁴.

One second-order term comes from the variation of ψ² across the strips:

∫ψ²δε dx/Δε = [sψ(a)² + s²ψ(a)ψ′(a)] − [sψ(a)² + s²ψ(−a)ψ′(−a)]
 = −2γψ(a)²s²,

because ψ′(a) = −γψ(a) and ψ′(−a) = +γψ(a). Relative to the first-order overlap of one wall, sψ(a)², its size is 2γs, or 2% for s = 1 nm. The other term is the product δε E₁ dropped in (b). For a shift the source of E₁ is odd in x, so this path runs through odd fields of the slab.

To see the total, take a Gaussian bump of height 1 nm and standard deviation 50 nm along z. The two-dimensional wave equation was solved numerically, with the bump cut into 12 nm steps, the field expanded in 80 sine functions across x, and an absorbing outer cladding. The reflected amplitudes are:

- first-order formula for the same stepped bump, one wall moved: |r| = 8.61 × 10⁻⁴
- wave equation, upper wall moved: 8.60 × 10⁻⁴
- wave equation, lower wall moved: 8.66 × 10⁻⁴
- wave equation, both walls shifted by 1 nm: 1.83 × 10⁻⁵
- wave equation, both walls shifted by 2 nm: 7.32 × 10⁻⁵

The third digit of the two one-wall values depends on the basis size. With 170 sine functions the upper-wall value falls to 8.58 × 10⁻⁴, and the converged values are about 8.58 × 10⁻⁴ and 8.64 × 10⁻⁴, either side of the first-order result. The value for the 1 nm shift does not change. Moving both walls together reduces the amplitude to about 2% of the one-wall value. Doubling the shift multiplies the remainder by 4.0, as a second-order amplitude requires. The expansion needs s to be small compared with 1/γ = 100 nm and 1/h = 124 nm, and the total scattering must be weak.

**(f) The walls are random, with equal statistics and correlation coefficient ρ. Find the mean backscattered power per length.**

Let each wall have zero mean and autocorrelation R(u) = σ² exp(−|u|/L_c), and let the cross-correlation be ρR(u). The width change then has autocorrelation

R + R − 2ρR = 2(1 − ρ)R(u).

Averaging |r|² from (c) over a length L ≫ L_c gives

⟨|r|²⟩ = κ² ∫∫ 2(1 − ρ)R(z − z′) exp[2iβ(z − z′)] dz dz′ ≈ 2(1 − ρ)κ²S(2β)L,

S(K) = ∫R(u) exp(iKu) du = 2σ²L_c/(1 + K²L_c²).

Take σ = 1 nm and L_c = 50 nm. Then 2βL_c = 1.156 and

S(2β) = 2 × 10⁻⁶ × 0.050/2.336 = 4.28 × 10⁻⁸ µm³.

For independent walls, ρ = 0, the backscattered fraction per length is

2 × 13.44² × 4.28 × 10⁻⁸ = 1.55 × 10⁻⁵ µm⁻¹ = 0.155 cm⁻¹,

equivalent to an attenuation of 0.67 dB/cm. For ρ = 0.9 it is 0.0155 cm⁻¹, and for ρ = 1 the first-order value is zero.

The second-order remainder at ρ = 1 was estimated by solving the wave equation, as in (e), for 12 random walls, each 1.2 µm long. The mean is 2.5 × 10⁻⁴ cm⁻¹ with a sampling error of about 1 × 10⁻⁴ cm⁻¹, so it fixes the size and little more. It is roughly 0.2% of the independent-wall value. First-order backscatter therefore dominates in this example until 1 − ρ falls to about 0.002.

**(g) Does a perfectly correlated shift leave the mode free of loss?**

It does not, because a shift couples the even mode to odd radiation modes φ_q(x). These vary as sin px in the core and oscillate with wavenumber q in the cladding, where p² = q² + k₀²Δε. Their longitudinal wavenumber is b = (k₀²n₂² − q²)^(1/2).

Normalise them by ∫φ_qφ_q′dx = δ(q − q′). If the cladding oscillation has amplitude C, each side contributes C²(π/2)δ(q − q′), so C² = 1/π. Matching value and slope at the wall gives C² = φ_q(a)² + φ_q′(a)²/q², where φ_q′(a) is here the slope. Hence

φ_q(a)² = (1/π) q² sin² pa/(q² sin² pa + p² cos² pa).

The strip overlap is now s[ψ(a)φ_q(a) − ψ(−a)φ_q(−a)] = 2sψ(a)φ_q(a). The two walls add, because φ_q changes sign between them. The steps of (b) give the outgoing amplitudes

|c_q| = (k₀²Δε/b) ψ(a)|φ_q(a)| |∫s exp[i(β ∓ b)z]dz|,

with the upper sign for forward and the lower for backward radiation. The power flow along z is proportional to b|c_q|² for radiation and to βN for the incident mode. Put q = k₀n₂ sin θ and b = k₀n₂ cos θ, so that dq/b = dθ. For a random shift the mean squared integral is S(β ∓ b)L, and the loss per length is

α = [k₀⁴Δε²ψ(a)²/(βN)] ∫₀^(π/2) φ_q(a)² [S(β − b) + S(β + b)] dθ.

Numerical integration gives α = 2.5 cm⁻¹, or 10.9 dB/cm. The radiated amplitude is first order in the displacement, so this power loss grows as σ². It is 16 times the backscatter of independent walls with the same σ and L_c.

Independent walls radiate too. Their common shift (f₊ + f₋)/2 has autocorrelation (1 + ρ)R(u)/2, so the loss to odd radiation modes is α(1 + ρ)/2, or 1.26 cm⁻¹ at ρ = 0. Width changes excite even radiation modes, which vary as cos px in the core. Here pa lies between 1.41 and 1.55, close to π/2, so these modes are weak at the walls and add less than 0.1% to the radiation loss. With backscatter included, independent walls lose about 1.4 cm⁻¹ in total, less than the 2.5 cm⁻¹ of a pure shift.

For the pure shift, two further results follow. The mode power falls to 1/e of its initial value in 4.0 mm, so the results per length hold for sections much shorter than that. For the 2 nm shifted bump of (e), the same formula with the bump's own transform predicts a lost fraction of 1.49 × 10⁻⁴, and the wave equation gives 1.49 × 10⁻⁴.

**(h) How does the example compare with a real silicon waveguide?**

The values σ = 1 nm and L_c = 50 nm are rough but typical for etched silicon. The geometry is less typical. Common strip guides are about 220 nm high and 400 to 500 nm wide, and their usual quasi-TE mode has E mainly normal to the sidewalls, so the numbers above do not apply to it. The model describes a tall fin with vertical E and with etch striations that run its full height. If the fin is 2 µm high, a vertical half-wave lowers β to about (β² − π²/H²)^(1/2), where H is the height. That is a reduction of 0.9%. A fin this tall also guides modes with more half-waves along its height, and the estimates here assume that the light stays in the lowest one. Warming by 50 K, with a rough thermo-optic coefficient of 1.8 × 10⁻⁴ K⁻¹ for silicon, changes κ by 0.2%. Imperfect correlation matters far more: at ρ = 0.9 the backscatter is some tens of times the second-order remainder found at ρ = 1. Roughness that varies along the height lies outside the model, and its effect is not estimated here. Within the model, making the walls follow each other suppresses backscatter, but in this fin it raises the total loss from about 1.4 to 2.5 cm⁻¹, because more light is radiated. For this fin, correlation therefore helps where reflections are the problem, not where total loss is. The comparison depends on the core width. With the same σ and L_c, correlated walls have the lower total loss once d falls below about 150 nm, mainly because the odd radiation weakens and the backscatter of independent walls grows. In still thinner cores, about 100 nm and below, pa is well below π/2 and width changes also radiate strongly into even modes. Lowering the radiation loss of a correlated shift in a given guide requires a smaller S(K) at the wavenumbers β ∓ b.

All numerical values are calculated from the stated model.
